Pressure Scaling of Diffusion and Flow in a Vapour-Deposition Tube

**Question.** A carrier gas with a trace of precursor flows through a hot tube and deposits a film on its wall. The tube, the temperature and the mass flow are kept, and the pressure is lowered from 100 000 Pa to 100 Pa. By how much do the diffusivity, the Reynolds number and the Schmidt number change, and what does this do to the deposition?

**Answer.**

**The model and the flow speed**

The gas is dilute, ideal and isothermal, and its molecules are hard spheres. The carrier has molecular mass m and diameter d; the precursor has mass m₁ and is so scarce that it meets only carrier molecules, at centre-to-centre distance σ. The reduced mass is μ = m m₁/(m + m₁). SI units are used, since atomic units are unnatural for a reactor.

At pressure p the number density is n = p/kT and the mass density is ρ = mn. A tube of radius R carrying mass flow ṁ has mean speed

ū = ṁ/(ρπR²).

Since ρ is proportional to p, a thousandfold lower pressure means a thousandfold higher speed. The product ρū does not change.

**Diffusivity from friction**

Let the precursor drift at a small speed u along z relative to the carrier. The relative velocity g of a precursor molecule and a randomly chosen carrier molecule has mean u and, along each axis, variance

s² = kT/m₁ + kT/m = kT/μ.

One precursor molecule collides at rate nπσ²g. Hard spheres scatter isotropically in the centre-of-mass frame, so the relative velocity after a collision averages to zero and the precursor loses momentum μg on average. The mean friction force on it is

F = nπσ²μ⟨g g_z⟩.

To first order in u the shifted Gaussian is the unshifted one times 1 + u g_z/s². The unshifted part gives zero by symmetry, and the average of g_z² over directions is g²/3. Hence

⟨g g_z⟩ = (u/3s²)⟨g³⟩₀ = (u/3s²) · 8√(2/π) s³ = (8/3)√(2/π) s u.

With s = √(kT/μ) this gives F = nξu, where

ξ = (8/3)σ²√(2πμkT).

In slow diffusion, friction balances the gradient of the precursor's partial pressure ckT, where c is its number density:

kT ∇c = −c nξu, so the flux is cu = −(kT/nξ)∇c.

The coefficient is the diffusivity:

D = kT/(nξ) = [3/(8nσ²)] √(kT/2πμ).

At fixed temperature D is proportional to 1/n, hence to 1/p. With a thousandth of the collision partners, the precursor drifts a thousand times faster under the same relative concentration gradient.

**Viscosity from stress relaxation**

Give the carrier velocities a variance (kT/m)(1 + 2ε) along z and (kT/m)(1 − ε) across it, with ε small. The traceless stress is then Π = 2εnkT. For two colliding molecules the momentum flux is

m(c₁c₁ + c₂c₂) = 2mCC + (m/2)gg,

where C is their centre-of-mass velocity. A collision keeps C and makes the direction of g random, so on average it erases the traceless part of gg. There are ½n²πd²⟨g⟩ collisions per volume and time; weighting each by what it erases,

dΠ/dt = −(n²πd²m/4)⟨g(g_z² − g²/3)⟩.

The relative velocity now has the basic variance s² = 2kT/m. To first order in ε its distribution is the isotropic Gaussian times 1 + (3ε/2s²)(g_z² − g²/3). The average of (cos²θ − 1/3)² over directions is 1/5 − 2/9 + 1/9 = 4/45, and ⟨g⁵⟩₀ = 48√(2/π)s⁵. Therefore

⟨g(g_z² − g²/3)⟩ = (3ε/2s²)(4/45) · 48√(2/π)s⁵ = (32/5)√(2/π) εs³.

Dividing the loss by Π = 2εnkT and using s² = 2kT/m gives the relaxation rate

ν = (8/5)nd²√(2π) s = (16/5)nd²√(πkT/m).

By rotational symmetry a shear stress relaxes at the same rate. Let the flow velocity along x have gradient γ along z. In time dt a molecule with thermal velocity c_z enters gas whose mean velocity differs by γc_z dt, so its own c_x, measured from the local mean, changes by −γc_z dt. This feeds the stress nm⟨c_xc_z⟩ at the rate −γnm⟨c_z²⟩ = −nkTγ. In the steady state

0 = −nkTγ − νΠ_xz, so Π_xz = −(nkT/ν)γ.

The viscosity is the coefficient of −γ:

η = nkT/ν = [5/(16d²)] √(mkT/π).

The density has cancelled. At low pressure fewer molecules carry momentum, but each carries it proportionately farther.

Both coefficients are first approximations, because a simple form was assumed for the velocity distribution. A random walk of collisions without that assumption gave values of D 1.4 and 1.0 percent above the formula at the two pressures. These differences contain both sampling noise and the error of the formula; the two were not separated.

**The dimensionless numbers**

With the tube diameter as length, the Reynolds number is

Re = 2Rρū/η = 2ṁ/(πRη).

The Schmidt number compares the diffusion of momentum with that of the precursor:

Sc = η/(ρD) = [5/(16d²)]√(mkT/π) · [8σ²/(3m)]√(2πμ/kT) = (5/6)(σ/d)²√(2μ/m).

Neither contains the pressure. Nor does the Péclet number

P = ūR/D = (ρūR/η)(η/ρD) = Re Sc/2.

So, to leading order in this model, D rises a thousandfold while Re and Sc stay put. For Re the fixed mass flow is essential: had the speed been held instead, Re would have fallen a thousandfold.

**Numbers for a model reactor**

Take round parameters: m = 30 u, m₁ = 60 u, diameters 0.35 and 0.45 nm, T = 1000 K, R = 0.05 m, tube length L = 0.5 m and ṁ = 2.0 × 10⁻⁵ kg/s. Then σ = 0.40 nm, μ = 20 u and η = 3.77 × 10⁻⁵ Pa s, so that

Re = 2(2.0 × 10⁻⁵)/(π · 0.05 · 3.77 × 10⁻⁵) = 6.75,

Sc = (5/6)(0.40/0.35)²√(40/30) = 1.26,

P = 6.746 · 1.257/2 = 4.24.

At 100 000 Pa, D = 8.32 × 10⁻⁵ m²/s and ū = 7.06 × 10⁻³ m/s. At 100 Pa, D = 8.32 × 10⁻² m²/s (832 cm²/s) and ū = 7.06 m/s. The time R²/D to diffuse across the tube falls from 30 s to 30 ms, and the time R/ū to travel one radius falls from 7.1 s to 7.1 ms. Their ratio is P. It keeps its value because the flow speeds up by the same factor as the diffusion.

**How good is "nearly unchanged"?**

At the upper pressure one concern is that molecules occupy part of the volume. The measure nd³ is 3 × 10⁻⁴, so dense-gas corrections should be of that small order. A larger concern there is buoyancy, which the model leaves out. With gravitational acceleration g₀ and a relative density difference Δρ/ρ, the ratio g₀(Δρ/ρ)2R/ū² grows as p². For Δρ/ρ = 10⁻³, which a 1 K temperature difference or a depleted precursor mole fraction of 10⁻³ would produce, it is about 20 at 100 000 Pa and 2 × 10⁻⁵ at 100 Pa. In a vertical tube a 1 K parabolic difference between wall and axis shifts the axial velocity by about 0.7 of the mean speed at the upper pressure. Re and Sc as defined are unaffected, but the parabolic profile and the deposition numbers given below for 100 000 Pa hold only where buoyancy is absent.

At the lower pressure the concern is rarefaction. The relative speed of two carrier molecules is on average √2 times the mean speed, since its variance is doubled, so the mean free path is

λ = 1/(√2 πnd²).

It is 0.25 mm at 100 Pa, or 0.0025 of the tube diameter. At a wall that scatters molecules diffusely, the gas slips at a speed of about λ|dv/dr|. For the parabolic profile derived below, |dv/dr| at the wall is 4ū/R, so the slip speed is about 4λ/R = 0.02 of the mean speed. At fixed mass flow, slip thus shifts the velocity profile by about 2 percent of the mean speed, several times more than λ/2R alone suggests. The speed is 0.013 of √(kT/m), so compressibility due to speed is negligible.

There is also the pressure drop along the tube. Under a pressure gradient G, the axial velocity v obeys (η/r)d(r dv/dr)/dr = −G. With v finite on the axis and zero at the wall,

v = G(R² − r²)/(4η), with mean ū = GR²/(8η).

Thus v = 2ū(1 − r²/R²) and Δp = GL = 8ηūL/R². At 100 Pa this is 0.43 Pa, or 0.43 percent, and D varies along the tube by about the same fraction. Because ū grows as 1/p, the relative drop grows as 1/p². At 10 Pa this linear estimate would reach 43 percent, which is outside its range, and a single pressure could no longer describe the tube. The ratio λ/2R grows only as 1/p, to 0.025, but the slip 4λ/R would then be 0.2 of the mean speed, so the no-slip profile would fail as well.

**What changes at the wall**

Let the precursor react at the wall with flux kₛc, where the reaction speed kₛ does not depend on pressure. Its competition with diffusion is measured by

K = kₛR/D,

which falls a thousandfold. For kₛ = 0.05 m/s it goes from 0.05 · 0.05/(8.32 × 10⁻⁵) = 30 to 0.030. It passes through 1 near 100 000/30 ≈ 3300 Pa.

To see the consequence, balance flow against diffusion:

2ū(1 − r²/R²) ∂c/∂z = D∇²c.

Far enough from the inlet the slowest decaying mode dominates. Write it as c = φ(s)exp(−βz/R), where s now means r/R. Substituting and multiplying by R²/D gives

φ″ + φ′/s + [β² + 2Pβ(1 − s²)]φ = 0, φ′(1) = −Kφ(1).

The second equation equates the diffusive flux into the wall with the reaction flux.

**Slow wall reaction, K ≪ 1.** The concentration is nearly uniform over the cross-section. Multiply the equation by s, integrate from 0 to 1, and set φ ≈ 1:

−K + β²/2 + 2Pβ(1/2 − 1/4) = 0, so β(β + P) = 2K.

If also β ≪ P, then β ≈ 2K/P, and the depletion length is R/β ≈ ūR/(2kₛ). Diffusivity has dropped out: the surface reaction is in control. For the radial profile, put 2Pβ ≈ 4K and drop β²:

(sφ′)′ = −4K(s − s³), so φ′ = −K(2s − s³) and φ = 1 − K(s² − s⁴/4).

The wall-to-axis ratio is therefore 1 − 3K/4. At 100 Pa this gives 0.977, against 0.978 from the numerical solution of the full equation. The quadratic for β gives 0.0141, against 0.0139.

**Fast wall reaction, K ≫ 1.** The boundary condition φ(1) = −φ′(1)/K drives the wall concentration towards zero, and β approaches a value fixed by P alone, here 0.774. At 100 000 Pa the numerical value is 0.739 and the wall-to-axis ratio is 0.034. Diffusion is in control.

Doubling kₛ tests this reading. It raises β by 2.3 percent at the upper pressure and by 97 percent at the lower one.

The depletion length grows from 0.068 m to 3.6 m. The first is much shorter than the 0.5 m tube, so the deposit would be concentrated near the inlet. At low pressure, if the slowest mode held over the whole tube, the concentration would fall by a fraction 1 − exp(−0.5/3.59) ≈ 0.13.

More uniform deposition is not faster deposition. At the same precursor mole fraction on the axis, c is a thousand times smaller at 100 Pa, while the wall-to-axis ratio is 0.978/0.034 ≈ 29 times larger. The local wall flux kₛc therefore falls by a factor of about 1000/29 ≈ 35. This compares points of equal axis mole fraction, not equal positions. With the same gas at the inlet, the high-pressure stream is so depleted near the outlet that its wall flux there is the smaller one. The thousandfold gain in D only offsets the thousandfold loss in c, since Dc at fixed mole fraction is independent of pressure. For this kₛ, what low pressure buys is a wall supplied much faster than it reacts. That requires kₛ well below D/R, which is 1.7 m/s at 100 Pa, about 1 percent of the value √(8kT/πm₁)/4 ≈ 149 m/s for a precursor that reacts at every impact. At kₛ = 15 m/s, K is still 9 at 100 Pa and diffusion stays in control. For kₛ well below 1.7 × 10⁻³ m/s the surface reaction controls at both pressures.

The numerical output below lists the values at both pressures.

Computed results

```
Temperature: 1000 K
Carrier mass, precursor mass: 30, 60 u
Carrier, precursor diameter: 0.35, 0.45 nm
Tube radius, length: 0.050, 0.50 m
Mass flow: 2.00e-05 kg/s; wall reaction speed: 0.050 m/s
Viscosity from formula: 3.7746e-05 Pa s
Re, Sc from formulas: 6.7464, 1.2568
--- Pressure: 100000 Pa
Mass density: 3.6082e-01 kg/m^3; mean speed: 7.0575e-03 m/s
Diffusivity, formula: 8.3235e-05 m^2/s
Diffusivity, collision walk: 8.4392e-05 m^2/s
Re, Sc from numerical coefficients: 6.7474, 1.239
Peclet number P: 4.2395; wall number K: 30.03539
Diffusion time R^2/D: 3.0035e+01 s
Transit time R/U: 7.0846e+00 s
Density times carrier diameter cubed: 3.11e-04
Mean free path: 2.537e-07 m; over 2R: 2.54e-06
Mean speed over sqrt(kT/m): 1.34e-05
Pressure drop: 4.262e-04 Pa; relative: 4.26e-09
Decay rate beta: 0.73915; depletion length: 0.0676 m
Wall-to-axis concentration ratio: 0.0339
Decay-rate factor when wall speed is doubled: 1.0232
--- Pressure: 100 Pa
Mass density: 3.6082e-04 kg/m^3; mean speed: 7.0575e+00 m/s
Diffusivity, formula: 8.3235e-02 m^2/s
Diffusivity, collision walk: 8.4090e-02 m^2/s
Re, Sc from numerical coefficients: 6.7474, 1.244
Peclet number P: 4.2395; wall number K: 0.03004
Diffusion time R^2/D: 3.0035e-02 s
Transit time R/U: 7.0846e-03 s
Density times carrier diameter cubed: 3.11e-07
Mean free path: 2.537e-04 m; over 2R: 2.54e-03
Mean speed over sqrt(kT/m): 1.34e-02
Pressure drop: 4.262e-01 Pa; relative: 4.26e-03
Decay rate beta: 0.01393; depletion length: 3.5891 m
Wall-to-axis concentration ratio: 0.9779
Decay-rate factor when wall speed is doubled: 1.9669
--- Comparison, low pressure over high pressure
Diffusivity ratio, collision walk: 996.4
Mean-speed ratio: 1000.0
Re ratio: 1.000000; sampled Sc ratio: 1.0036
Re at low pressure if speed were fixed: 0.00675
Slow-wall estimate of beta at low pressure: 0.01412
Slow-wall estimate of wall-to-axis ratio: 0.9775
Absorbing-wall beta: 0.77404
```
